# Sum-rule constraints and the Bethe limit in Mermin-oscillator stopping calculations

When a stopping-power calculation starts from optical loss data, the user must decide whether the oscillators may follow the data freely or must satisfy sum rules, and which mean excitation energy the result should approach at high speed. In the antimony-like example below, releasing the constraints improves the fit but doubles the error of the mean energy. Leaving damping out of the mean energy shifts the 1 MeV Bethe stopping number by 8%.

## What the calculation integrates

Gaussian units are used; \(q\) is a wave number, \(\omega\) an angular frequency, and \(n\) the density of the electrons represented by the data. A bare ion of charge \(Z_1e\) moves on a straight path at nonrelativistic speed \(v\) through a homogeneous, isotropic medium with linear response. Its charge density has Fourier components \(2\pi Z_1e\,\delta(\omega-\mathbf q\cdot\mathbf v)\), and its potential is that density times \(4\pi/(q^2\varepsilon)\). In the force along the path, the part odd in \(\mathbf q\) cancels, leaving

\[
S=\frac{4\pi Z_1^2e^2}{v}\int\!\frac{d^3q}{(2\pi)^3}\,
\frac{\omega}{q^2}\,\mathrm{Im}\frac{-1}{\varepsilon(q,\omega)},\qquad \omega=\mathbf q\cdot\mathbf v .
\]

With \(d^3q=2\pi q^2dq\,d\omega/(qv)\) and an integrand even in \(\omega\),

\[
S=\frac{2Z_1^2e^2}{\pi v^2}\int_0^\infty\!\frac{dq}{q}\int_0^{qv}\!\omega\,\mathrm{Im}\frac{-1}{\varepsilon}\,d\omega .
\]

Optical data supply the integrand at \(q=0\) alone. The rest comes from the model.

## The optical fit and its two constraints

The data are fitted by \(\sum_iA_i\,\mathrm{Im}[-1/\varepsilon_i]\), with \(A_i>0\) and \(\varepsilon_i=1-\omega_i^2/[\omega(\omega+i\gamma_i)]\). Define

\[
K_i=\frac1{\varepsilon_i}-1=\frac{\omega_i^2}{\omega^2+i\gamma_i\omega-\omega_i^2}.
\]

This is analytic in the upper half-plane, tends to \(\omega_i^2/\omega^2\) at large \(\omega\), and equals \(-1\) at \(\omega=0\). Closing \(\int\omega K_i\,d\omega\) above gives an arc contribution \(i\pi\omega_i^2\), so the real-axis integral is \(-i\pi\omega_i^2\). The Kramers–Kronig relation at \(\omega=0\) gives a second rule:

\[
\int_0^\infty\!\omega\,\mathrm{Im}\frac{-1}{\varepsilon_i}d\omega=\frac{\pi\omega_i^2}{2},\qquad
\int_0^\infty\!\frac{d\omega}{\omega}\,\mathrm{Im}\frac{-1}{\varepsilon_i}=\frac\pi2 .
\]

The fit must therefore obey \(\sum A_i\omega_i^2=\Omega^2=4\pi ne^2/m\) and, for a metal, \(\sum A_i=1\). For an insulator the second sum is \(1-1/\varepsilon(0)\).

For a metal, both can be built in. Choose positive shares \(f_i\) with \(\sum f_i=1\) and trial frequencies \(w_i\), then set

\[
\omega_i=sw_i,\quad s^2=\Omega^2\sum_j\frac{f_j}{w_j^2},\quad A_i=\frac{f_i\Omega^2}{\omega_i^2}.
\]

The first rule follows from \(\sum f_i=1\), the second from the value of \(s\). Since a common factor in the \(w_i\) drops out, \(N\) oscillators have \(3N-2\) free parameters.

## Extension to finite momentum

Each oscillator becomes an electron gas of density \(n_i=m\omega_i^2/4\pi e^2\), with \(k_i=(3\pi^2n_i)^{1/3}\) and \(v_{Fi}=\hbar k_i/m\). The index is dropped on \(k\), \(v_F\) and \(\gamma\) below. At complex frequency \(\zeta\), integrating the Lindhard response over discs of the Fermi sphere gives

\[
\varepsilon_L-1=-\frac{e^2}{\pi q^2}\int_{-k}^{k}\!dp\,(k^2-p^2)
\left[\frac1{\hbar\zeta-\Delta}-\frac1{\hbar\zeta+\Delta}\right],
\]

where \(\Delta=\hbar^2(pq+q^2/2)/m\). Put \(p=kt\), \(s=q/2k\), \(u=\zeta/qv_F\), and use \((1-t^2)/(x-t)=x+t+(1-x^2)/(x-t)\):

\[
\varepsilon_L-1=\frac{k^2}{\pi a_0q^3}[J(u+s)-J(u-s)],\quad
J(x)=2x+(1-x^2)\ln\frac{x+1}{x-1},
\]

with \(a_0=\hbar^2/me^2\).

Replacing \(\omega\) by \(\zeta=\omega+i\gamma\) alone would let collisions destroy electrons. Mermin's remedy relaxes the gas towards a local equilibrium with the actual density change \(\delta n\). Let \(\chi(\zeta)\) be the collisionless density response and \(\chi_0\) its static value. The local equilibrium is the static response to a potential \(\delta n/\chi_0\). Let \(V\) be the total potential energy acting on the electrons. For a transition of energy \(\Delta\) and occupation difference \(\phi\), relaxation towards this target makes the density-matrix element \(\rho\) obey

\[
(\hbar\zeta-\Delta)\rho=\phi V+i\hbar\gamma\rho_0,\qquad \rho_0=-\frac{\phi}{\Delta}\,\frac{\delta n}{\chi_0}.
\]

Divide by \(\hbar\zeta-\Delta\), use \(1/[\Delta(\hbar\zeta-\Delta)]=[1/\Delta+1/(\hbar\zeta-\Delta)]/\hbar\zeta\), and sum over transitions. Since \(\sum\phi/(\hbar\zeta-\Delta)=\chi\) and \(\sum\phi/\Delta=-\chi_0\),

\[
\delta n=\chi V+\frac{i\gamma}{\zeta}\left(1-\frac{\chi}{\chi_0}\right)\delta n .
\]

Collect \(\delta n\), use \(1-i\gamma/\zeta=\omega/\zeta\), and note that \(\varepsilon-1\) is proportional to the response. With \(X=\varepsilon_L(q,\zeta)-1\) and \(X_0=\varepsilon_L(q,0)-1\),

\[
\varepsilon_M-1=\frac{(1+i\gamma/\omega)X}{1+(i\gamma/\omega)X/X_0}.
\]

As \(q\to0\), \(X\to-\omega_i^2/\zeta^2\) and \(X_0\to\infty\), which restores the Drude form. At fixed \(q\) and large \(\omega\), \(1/\varepsilon_M-1\to\omega_i^2/\omega^2\). Causality then gives the same f-sum at every \(q\), so the optical constraint carries over. Now

\[
S=\frac{4\pi Z_1^2e^4n}{mv^2}L,\quad L=\sum_if_iL_i,\quad
L_i=\int_0^\infty\!\frac{dq}{q}F_i(q),
\]

where \(F_i\) is the fraction of the f-sum below \(\omega=qv\).

A narrow loss peak need not be traced on the real axis. Replace the path from 0 to \(R=qv\) by the imaginary axis and a quarter circle. On the imaginary axis both \(K_i\) and \(\omega\,d\omega\) are real, so that part adds nothing to the loss. On the arc \(d\omega=i\omega\,d\theta\), and hence

\[
F_i=\frac{2}{\pi\omega_i^2}\mathrm{Re}\int_0^{\pi/2}\!\omega^2K_i\,d\theta,\qquad \omega=Re^{i\theta}.
\]

For a 15 eV oscillator with 4 eV damping and \(v=5v_0\), where \(v_0=e^2/\hbar\), this differed from real-axis quadrature by at most \(2.2\times10^{-15}\) at six momenta.

## Which mean energy the limit contains

Split the \(q\) integral at a small fixed \(q_c\). Below it the loss is optical; exchanging the integrals gives the f-weighted mean of \(\ln(q_cv/\omega)\). Above it \(F_i=1\) until the recoil frequency \(\hbar q^2/2m\) reaches \(qv\), at \(q=2mv/\hbar\), which gives \(\ln(2mv/\hbar q_c)\). In the sum \(q_c\) cancels:

\[
L_i\to\ln\frac{2mv^2}{I_i},\qquad
\ln\frac{I_i}{\hbar\omega_i}=\frac{2g}{\pi}\int_0^\infty\!\frac{x^2\ln x\,dx}{(1-x^2)^2+g^2x^2},
\]

with \(g=\gamma_i/\omega_i\). Factor the denominator as \((x^2+a^2)(x^2+b^2)\), where \(ab=1\) and \(a+b=g\). Partial fractions and \(\int_0^\infty\ln x\,dx/(x^2+a^2)=\pi\ln a/2a\) give

\[
\ln\frac{I_i}{\hbar\omega_i}=g\,\frac{a\ln a-b\ln b}{a^2-b^2}=\frac{g\ln a}{a-b}=\theta\cot\theta,\qquad \cos\theta=\frac{\gamma_i}{2\omega_i}.
\]

The last form uses \(a=e^{i\theta}\). For weak damping the shift is \(\pi\gamma_i/4\omega_i\). For \(\gamma_i>2\omega_i\) it becomes \(\eta\coth\eta\), with \(\cosh\eta=\gamma_i/2\omega_i\). Damping raises the mean because the high-frequency tail carries f-sum weight. The whole fit has \(\ln I=\sum f_i\ln I_i\).

## How fast the limit is reached

**Small momentum.** Expanding \(J\) at large \(u\) gives \(X=-(\omega_i^2/\zeta^2)(1+3q^2v_F^2/5\zeta^2)\); its static small-\(q\) form gives \(X_0=3\omega_i^2/q^2v_F^2\). Inverting Mermin's formula,

\[
\frac1{\varepsilon_M-1}=\frac{\omega}{\zeta X}+\frac{i\gamma}{\zeta X_0}
=-\frac{\omega\zeta-q^2\beta^2}{\omega_i^2},\quad
\beta^2=v_F^2\,\frac{3\omega/5+i\gamma/3}{\omega+i\gamma}.
\]

Thus \(K_i=\omega_i^2/(D-q^2\beta^2)\) with \(D=\omega\zeta-\omega_i^2\). To first order in \(\beta^2\), after exchanging integrals,

\[
\delta L_i=-\frac1\pi\,\mathrm{Im}\int_0^{q_cv}\!\frac{\omega\beta^2}{D^2}\left(q_c^2-\frac{\omega^2}{v^2}\right)d\omega .
\]

Extend the upper limit to infinity; the remainder is of order \(v^{-3}\). The first term vanishes on closing the contour above, since its integrand falls as \(\omega^{-3}\). In the second, \(\omega^3\beta^2/D^2\to3v_F^2/5\omega\), so the arc fixes the imaginary part of the half-range integral at \(-3\pi v_F^2/10\). The result is \(-\tfrac3{10}v_F^2/v^2\) for any \(\gamma\).

**Large momentum.** An electron with velocity component \(w\) along \(\mathbf q\) absorbs \(\hbar q^2/2m+qw\). Relative to an electron at rest, its f-sum weight is \(1+2mw/\hbar q\), and its edge lies at \(q=2m(v-w)/\hbar\). Integrating from \(q_c\) and averaging with \(\langle w\rangle=0\) leaves

\[
\left\langle\ln\left(1-\frac wv\right)-\frac{w}{v-w}\right\rangle\simeq-\frac{3\langle w^2\rangle}{2v^2}=-\frac{3v_F^2}{10v^2},
\]

because \(\langle w^2\rangle=v_F^2/5\).

**Damping at the edge.** A term of order \(\hbar\gamma/mv^2\) could compete. For electrons at rest, with \(E=\hbar q^2/2m\), Mermin's formula reduces to \(K_i=\omega_i^2/(\omega\zeta-E^2-\omega_i^2)\). At large \(q\), to first order in \(\gamma\), the change of \(F_i\) on either side of the edge is \((2\gamma/\pi)G(qv)\), where

\[
G(\omega)=-\frac{\omega}{2(\omega^2-E^2)}+\frac1{4E}\ln\left|\frac{\omega-E}{\omega+E}\right|
\]

is the antiderivative of \(\omega^2/(\omega^2-E^2)^2\) that vanishes at 0 and infinity. Now let \(s=\hbar q/2mv\) and \(s_c=\hbar q_c/2mv\). Up to the factor \(\hbar/2mv^2\), the principal-value integral is

\[
\int_{s_c}^\infty\!\frac{ds}{s}\left[-\frac1{2s(1-s^2)}+\frac1{4s^2}\ln\left|\frac{1-s}{1+s}\right|\right]=-\frac1{s_c}+O(s_c).
\]

Each term gives \(-1/2s_c\), the second after integration by parts, because the principal value of \(\int_0^\infty ds/(1-s^2)\) is zero. The contribution to \(L_i\) is \(-2\gamma/\pi q_cv\). It cancels the \(+2\gamma/\pi q_cv\) left by cutting the optical tail at \(q_cv\), so no finite term of this order remains. Therefore

\[
L_i=\ln\frac{2mv^2}{I_i}-\frac35\frac{v_{Fi}^2}{v^2}+O(v^{-3}).
\]

For a 15 eV oscillator at \(30v_0\), the computed coefficient was 0.601 with 4 eV damping and 0.603 with 15 eV. Damping thus enters the Bethe logarithm but not the leading velocity correction. The expansion requires \(v\gg v_{Fi}\), \(mv^2\gg\hbar\omega_i\) and \(mv^2\gg\hbar\gamma_i\).

## Protons in an antimony-like metal

Antimony suits the example because its five valence electrons and its 4d shell lose energy in neighbouring ranges. A rough density of 6.7 g/cm³ gives 33.1 atoms/nm³. Five valence and ten 4d electrons have plasma energies of 15.1 and 21.4 eV, together 26.18 eV.

The data are synthetic. They come from a dielectric function with a Drude term of width 4 eV plus a continuum of damped resonances starting at \(w_0=32\) eV, with distribution \(6w_0^2(w-w_0)/w^4\) and widths \(w/20\), in energy units. Two hundred logarithmically spaced points from 3 to 300 eV carry 2% random noise. All fits use four oscillators and start from the same shares, frequency ratios and dampings. They minimize the misfit of \(\omega^2\) times the loss, which on this grid is the f-sum density; rms values are relative to its largest data value.

| Data end, fit | Electrons | \(\sum A_i\) | \(I\) (eV) | rms (%) |
|---|---:|---:|---:|---:|
| 100 eV, constrained | 15.00 | 1.000 | 55.2 | 2.6 |
| 100 eV, free | 15.39 | 0.986 | 57.7 | 2.5 |
| 300 eV, constrained | 15.00 | 1.000 | 55.8 | 2.7 |
| 300 eV, free | 15.56 | 0.986 | 58.5 | 2.3 |

The generating function has \(I=53.3\) eV. With data to 300 eV, the free fit is 9.7% too high and the constrained fit 4.6%, although the free fit has the smaller residual. Longer data did not improve \(I\) in either case. For the constrained fit to 300 eV the cause is the oscillator tail \(\Omega^2\sum f_i\gamma_i/\omega^3\), which is too strong: above 300 eV the fit holds about 5% of the f-sum, against about 3% in the generating function. With energies measured relative to the true \(I\), this region raises \(\ln I\) by 0.067, while the range below 300 eV lowers it by 0.022.

The constrained fit to 300 eV is used from here on. Its lowest oscillator has energy 14.04 eV and damping 3.81 eV, so \(\cos\theta=0.1357\), \(\theta\cot\theta=0.1965\) and \(I_1=17.1\) eV. Omitting such shifts for all four oscillators would give 41.65 eV instead of 55.77 eV. That adds \(\ln(55.77/41.65)=0.292\) to the Bethe number at every speed.

The summed loss peaks at 13.9 eV for \(q=0.19\) nm⁻¹ and at 65.1 eV for 37.8 nm⁻¹, where free recoil is 54.4 eV. At 75.6 nm⁻¹ the peak is within 1% of the free recoil, 217.7 eV.

For a 1 MeV proton \(v=6.327v_0\). With \(M\) the proton mass, \(2mv^2=4(m/M)\times1\ \mathrm{MeV}=2178\) eV, and the Bethe number is \(\ln(2178/55.77)=3.665\). The velocity term lowers it to 3.604; the full integral gives 3.599. With the Hartree energy 27.21 eV and \(a_0=0.05292\) nm,

\[
S=\frac{(26.18/27.21)^2}{6.327^2}\,\frac{27.21}{0.05292}\times3.599
\simeq42.8\ \mathrm{eV/nm}.
\]

At 0.5 MeV the Bethe value is 4.9% above the integral; at 10 MeV the difference is about 0.1%. A formal nonrelativistic evaluation at \(40v_0\) leaves a gap of 0.001543, against a predicted 0.001536. The fitted model therefore approaches its own Bethe limit at the derived rate.

## What this says about real antimony

The model's plasma energies follow from rough material data, but its 4d spectrum is not a measured one. In real antimony the 4p and 4s shells also begin to absorb below 300 eV, so measured data reaching that energy cannot be constrained to 15 electrons. Antimony is also an anisotropic semimetal; its anisotropy and interband structure are not sized here. The largest omission that was sized is the 36 deeper electrons. A Hartree–Fock atomic density in a local electron-gas estimate gives them roughly 24 eV/nm at 1 MeV, about half of the outer contribution, and roughly 8 eV/nm at 10 MeV, comparable with the outer 7.1 eV/nm. Neither 42.8 nor 7.1 eV/nm is a total stopping power.

Other corrections to the outer electrons are smaller. Bloch's close-collision term, \(-y^2\sum_{j\ge1}1/[j(j^2+y^2)]\) with \(y=Z_1v_0/v\), lowers \(L\) by 2.0% at 0.5 MeV and 0.8% at 1 MeV. The Barkas correction, which is odd in the ion's charge, is larger. Its parameter \(Z_1e^2I/\hbar mv^3\) is only 0.023 and 0.008 at these energies, but the coefficient is large: classical undamped oscillators with the fitted energies and shares, followed past charges of either sign, give about \(+0.25\) and \(+0.12\) in \(L\) for protons, or 9% and 3%. These are size estimates only: \(2Z_1v_0/v\) is 0.45 and 0.32, below the value 1 that classical orbits require in close collisions. The leading logarithm of the distant collisions alone, cut off at \(\sqrt{\hbar/2m\omega_i}\), gives about half as much, which still exceeds the Bloch term. At 10 MeV the relativistic term in \(L\) is 0.0002, but nonrelativistic kinematics overestimates \(v^2\) by about 1.6%.

## Choosing the settings

- Impose both sum rules when the electron count and static screening are known and the data reach most of the strength of the counted electrons. The rules fix totals, not where the unmeasured strength lies; if much of it lies beyond the data, a constrained fit can miss \(I\) by more than a free one. Count only the shells represented in the data.
- Judge the fit by \(I\) as well as by its residual, if an independent value for the same shells is available. An error \(\delta\ln I\) changes \(L\) by \(-\delta\ln I\) at high speed; here the constrained fit's 4.6% costs about 1.2% of \(L\) at 1 MeV.
- Include damping in the reference \(I\), and compare at two or more speeds. The remaining gap should fall as \(v^{-2}\), with coefficient \(\tfrac35\sum f_iv_{Fi}^2\).
- Do not read that agreement as validation of bound-electron shell corrections. The speeds \(v_{Fi}\) belong to fictitious free gases, not to the 4d orbitals.

The numerical output lists all four oscillators and the remaining proton energies.

## Computed values

```
Optical-limit error of Mermin: 2.6e-05
Contour minus real-axis quadrature, max: 2.2e-15
Velocity coefficient (theory 0.6), damping 4, 15 eV: 0.6011 0.6031
Sb-like target: density 6.7 g/cm3, atoms 33.14 /nm3
Plasma energies valence, 4d, both: 15.11 21.38 26.18 eV
Plasmon width 4.0 eV, 4d edge 32.0 eV
Reference: f-sum 1.0000, screening 1.0000, I 53.32 eV
Fit to 100 eV, constrained: electrons 15.00, sum A 1.0000, I 55.15 eV, rms 2.56 %
Fit to 100 eV, free: electrons 15.39, sum A 0.9855, I 57.74 eV, rms 2.47 %
Fit to 300 eV, constrained: electrons 15.00, sum A 1.0000, I 55.77 eV, rms 2.70 %
Fit to 300 eV, free: electrons 15.56, sum A 0.9857, I 58.50 eV, rms 2.29 %
Main fit = constrained, 300 eV; oscillators:
  A 0.83384  energy 14.04 eV  damping 3.81 eV  share 0.2398
  A 0.06943  energy 43.88 eV  damping 14.26 eV  share 0.1951
  A 0.07105  energy 56.60 eV  damping 25.49 eV  share 0.3322
  A 0.02567  energy 78.87 eV  damping 49.49 eV  share 0.2330
Mean energy if damping is ignored: 41.65 eV
Finite-q f-sum error, max: 2.6e-11
q 0.19 /nm: loss peak 13.9 eV, free recoil 0.0 eV
q 9.45 /nm: loss peak 17.1 eV, free recoil 3.4 eV
q 37.79 /nm: loss peak 65.1 eV, free recoil 54.4 eV
q 75.59 /nm: loss peak 217.7 eV, free recoil 217.7 eV
v 10 v0: Bethe minus Mermin 0.025409, predicted 0.024574
v 20 v0: Bethe minus Mermin 0.006214, predicted 0.006143
v 40 v0: Bethe minus Mermin 0.001543, predicted 0.001536
Inner-shell density: UHF/3-21g, electrons 36.000
0.5 MeV proton: v 4.474 v0, L Mermin 2.8332, Bethe 2.9720, with v^-2 term 2.8492
  S outer 67.38, Bethe 70.68, omitted inner 27.87 eV/nm
  Omitted in L: Bloch -0.0576, relativistic 0.00000; Barkas parameter 0.0229
1.0 MeV proton: v 6.327 v0, L Mermin 3.5992, Bethe 3.6651, with v^-2 term 3.6038
  S outer 42.80, Bethe 43.58, omitted inner 23.61 eV/nm
  Omitted in L: Bloch -0.0294, relativistic 0.00000; Barkas parameter 0.0081
3.0 MeV proton: v 10.958 v0, L Mermin 4.7427, Bethe 4.7638, with v^-2 term 4.7433
  S outer 18.80, Bethe 18.88, omitted inner 15.39 eV/nm
  Omitted in L: Bloch -0.0099, relativistic 0.00002; Barkas parameter 0.0016
10.0 MeV proton: v 20.007 v0, L Mermin 5.9615, Bethe 5.9677, with v^-2 term 5.9616
  S outer 7.09, Bethe 7.10, omitted inner 8.42 eV/nm
  Omitted in L: Bloch -0.0030, relativistic 0.00023; Barkas parameter 0.0003
```
